Monolayer energy, hopping and outer-layer shift from film subbands by trace moments

**Definitions and conventions**

A film has N identical layers, N ≥ 3, with one orbital per layer. At a fixed in-plane wave vector its Hamiltonian H is an N×N matrix. The monolayer energy a stands on the diagonal. Both outer layers have the energy a + u, where u is their common shift. Neighbouring layers are joined by a real hopping t ≠ 0; all other elements vanish, and the orbitals are orthonormal.

The data are the N subband energies E_j at that wave vector. All N must be known, and N itself must be known. The unknowns are a, |t| and u. The sign of t cannot be found, because reversing the sign of the orbital on every second layer changes t to −t and leaves the spectrum alone.

The mean and the central sums of the data are

m = (1/N) Σ E_j, C2 = Σ (E_j − m)², C3 = Σ (E_j − m)³.

They equal Tr H/N, Tr (H − m)² and Tr (H − m)³, since a trace is the sum of the eigenvalues. The right-hand traces can be written in a, t and u without diagonalizing anything.

**Three layers by hand**

Let the three levels be −1, 1 and 2 in some energy unit. Their mean is 2/3 and their deviations are −5/3, 1/3 and 4/3, so

C2 = (25 + 1 + 16)/9 = 14/3,
C3 = (−125 + 1 + 64)/27 = −20/9.

In the model, Tr H = 3a + 2u, so m = a + 2u/3. The diagonal of H − m is u/3, −2u/3, u/3. Squaring gives 6u²/9 from the diagonal and 2t² from each of the two bonds:

C2 = 4t² + 2u²/3.

The trace of the cube contains the diagonal cubes, (1 − 8 + 1)u³/27 = −2u³/9. It also contains products of two hops across a bond and one diagonal element at either end of that bond. The diagonal element can stand in three places in the product, so each bond gives 3t²(u/3 − 2u/3) = −t²u. Hence

C3 = −2u³/9 − 2t²u.

The first relation gives t² = (14/3 − 2u²/3)/4 = 7/6 − u²/6. Inserting this in the second,

−20/9 = −2u³/9 − 7u/3 + u³/3 = u³/9 − 7u/3.

Multiplication by 9 gives

u³ − 21u + 20 = (u − 1)(u − 4)(u + 5) = 0.

For u = 1, t² = 1. For u = 4, t² = −3/2, and for u = −5, t² = −3; both are impossible for a real hopping. The answer is u = 1, |t| = 1, a = 2/3 − 2/3 = 0.

**Four layers: two answers**

Take a = 0, t = 1, u = 1 with N = 4. Reflection symmetry splits H into an even block with rows (1, 1), (1, 1) and an odd block with rows (1, 1), (1, −1). The levels are therefore 0, 2, √2 and −√2. Their mean is 1/2, and C2 = 8 − 4·(1/4) = 7.

For four layers the general formulas derived below reduce to

C2 = 6t² + u², C3 = −3t²u.

Here C3 = −3. Eliminating t² = (7 − u²)/6 gives 3 = (7 − u²)u/2, or

u³ − 7u + 6 = (u − 1)(u − 2)(u + 3) = 0.

The root −3 gives t² = −1/3 and is discarded. The root 2 gives t² = 1/2 and a = 1/2 − 2·2/4 = −1/2, which is a legitimate film with the same three moments.

The full spectra nevertheless differ. The first film has a level at zero, so the product of its levels is zero. In the second film, a + u = 3/2. With s = 1/√2, its blocks have determinants (3/2)(−1/2 ± s) − 1/2 = −5/4 ± 3s/2, whose product is 25/16 − 9/8 = 7/16. Three moments can thus leave an ambiguity that the four levels remove.

**The moments for any N**

From Tr H = Na + 2u,

m = a + 2u/N.

The diagonal elements d_i of H − m are u(N − 2)/N on the two outer layers and −2u/N on the N − 2 inner ones. Each of the N − 1 bonds adds 2t² to the trace of the square:

C2 = 2(N − 1)t² + 2u²(N − 2)²/N² + 4u²(N − 2)/N²
 = 2(N − 1)t² + 2(N − 2)u²/N.

For the cube, three hops cannot return to the starting layer, so the contributing products have three diagonal elements or one. The first kind gives

2u³(N − 2)³/N³ − 8u³(N − 2)/N³ = 2(N − 2)(N − 4)u³/N²,

because (N − 2)² − 4 = N(N − 4). The second kind gives 3t² Σ d_i g_i, where g_i is the number of neighbours of layer i. Since Σ d_i = 0, g_i may be replaced by g_i − 2, which vanishes inside the film and is −1 on each outer layer. The sum is −2u(N − 2)/N, and

C3 = 2(N − 2)(N − 4)u³/N² − 6(N − 2)t²u/N.

The C2 relation gives

t² = [C2 − 2(N − 2)u²/N] / [2(N − 1)]. (A)

Inserted in C3, it produces

C3 = 2(N − 2)(N − 4)u³/N² + 6(N − 2)²u³/[N²(N − 1)] − 3(N − 2)C2 u/[N(N − 1)].

The two cubic terms combine through (N − 4)(N − 1) + 3(N − 2) = N² − 2N − 2. Therefore

αu³ − βC2 u − C3 = 0, (B)
α = 2(N − 2)(N² − 2N − 2)/[N²(N − 1)],
β = 3(N − 2)/[N(N − 1)].

**How many solutions there are**

Write u = x u_c and choose u_c so that βC2 = 3αu_c². This means

u_c² = N C2/[2(N² − 2N − 2)].

Division of (B) by αu_c³ leaves

x³ − 3x = q, q = C3/(αu_c³). (C)

By (A), t² > 0 requires u² < N C2/[2(N − 2)]. Divided by u_c², this reads

x² < X², X² = (N² − 2N − 2)/(N − 2) = N − 2/(N − 2).

The function x³ − 3x falls for |x| < 1 and rises outside that interval. Three cases follow.

For N = 3, X = 1. The function is monotonic over the admissible range, so the solution is unique.

For N = 4, X = √3. If x is one solution, any other root y obeys y² + xy + x² − 3 = 0. Take 0 < x < √3. The product of the two values of y is x² − 3 < 0, so one is positive and one negative. At y = √3 the left side is x² + √3x > 0, so the positive root is below √3 and admissible. At y = −√3 it is x² − √3x < 0, so the negative root is below −√3 and inadmissible. There are two solutions, which merge at x = 1. Negative x follows by symmetry. At x = 0 the partners are ±√3, where t = 0, so u = 0 is unique.

For N ≥ 5, X² ≥ 13/3, so X > 2. Setting x = 2 cos θ turns the left side of (C) into 2 cos 3θ. Hence for |q| < 2 all three roots are real, lie between −2 and 2, and are admissible. A film with |x| > 2 has |q| > 2 and one real root. Three solutions thus require u² < 4u_c², or

u²(N² − 2N − 2) < 2N C2 = 4N(N − 1)t² + 4(N − 2)u²,
u²(N² − 6N + 6) < 4N(N − 1)t².

These are distinct solutions: at |x| = 1 and at |x| = 2 two of the three roots coincide, and only two distinct solutions remain. For thick films the condition tends to |u| < 2|t|, so the ambiguity covers the whole range of modest shifts.

If (C) has no root with x² < X², no film of this model has exactly the measured moments. Reading errors alone can cause this near the edge of the allowed range, for example for four layers near x² = 1. If they are too small to explain it, the model or the assignment of levels must be rejected. For N ≥ 5 the same errors act differently near x² = 1: they can push |q| above 2, remove the two merging roots, and leave only a root of the wrong sign, which shows itself by its misfit to the levels. For |t| = 0.30 eV this is about 125, 85, 48 and 36 meV at N = 5, 6, 12 and 30, so the warning weakens as the film thickens.

**Choosing the root**

Prior knowledge can settle the choice. The condition x² < 1 reads

u²(N² − 2N − 2) < N(N − 1)t² + (N − 2)u²,

and, after collecting terms and dividing by N, (N − 3)u² < (N − 1)t². It holds whenever |u| < |t|. The required root is then the middle one. With x = −2 sin φ, the left side of (C) is 2 sin 3φ, so

x = −2 sin[(1/3) arcsin(q/2)].

Without such knowledge, one builds H for each admissible root, diagonalizes it and compares all N levels with the data. For exact data this must single out one root, because the spectrum determines the parameters.

To prove this, let v_j be the normalized eigenvector of E_j. Its first component cannot vanish: the eigenvalue equation, read layer by layer, would make every other component vanish too. Levels are therefore nondegenerate, since two eigenvectors of equal energy could be combined into one with zero first component. Reflection symmetry then makes the first and last components equal up to a sign.

The corner element of (E − H)⁻¹ is a cofactor divided by the determinant. The cofactor comes from a triangular matrix with −t on its diagonal; with its sign it equals t^(N−1). Thus

Σ_j v_j(1)v_j(N)/(E − E_j) = t^(N−1)/∏_k(E − E_k).

Comparing the residues at E_j gives the end-layer weight

w_j = v_j(1)² = |t|^(N−1)/∏_{k≠j}|E_j − E_k|.

The condition Σ w_j = 1 fixes the prefactor, so the energies alone determine the weights. Acting on the first layer, H − a − u gives t times the second layer, whose energy relative to a + u is −u. Hence

Σ w_j E_j = a + u,
Σ w_j(E_j − a − u)² = t²,
Σ w_j(E_j − a − u)³ = −ut².

Equal spectra imply equal a, |t| and u. For N = 3 the three moments already fix all three levels, so nothing remains with which to test the model.

**The procedure on six layers**

1. Compute m, C2 and C3 from all N levels.
2. Solve (C), and keep the roots with x² < X².
3. For each, set u = xu_c, take |t| from (A), and set a = m − 2u/N.
4. Diagonalize each candidate and compare its levels with the data.

Consider synthetic data for a film with a = −1.20 eV, |t| = 0.30 eV and u = 0.10 eV. The levels, rounded to 1 meV, are

−1.731, −1.543, −1.282, −1.010, −0.787, −0.647 eV.

They sum to −7.000 eV, so m = −1.16667 eV. The central sums are C2 = 0.912145 eV² and C3 = −0.035647 eV³. For N = 6, α = 0.977778 and

u_c = √(6 × 0.912145/44) = 0.35268 eV,
q = −0.035647/(0.977778 × 0.35268³) = −0.8311.

All three roots, x = 0.2847, 1.5721 and −1.8568, lie within X = 2.345. For the first,

u = 0.2847 × 0.35268 = 0.1004 eV,
t² = [0.912145 − (4/3)(0.1004)²]/10 = 0.0899 eV²,
|t| = 0.2998 eV,
a = −1.16667 − 0.1004/3 = −1.2001 eV.

The same steps give the other candidates:

x = 1.5721: a = −1.351, |t| = 0.224, u = 0.554 eV;
x = −1.8568: a = −0.948, |t| = 0.184, u = −0.655 eV.

The root-mean-square misfits to the six levels are 0.2, 40 and 60 meV in the same order. The second candidate puts its two highest levels at −0.711 and −0.702 eV, only 9 meV apart, where the data show 140 meV. The first candidate is selected, and its small departures from the chosen parameters come from rounding the data.

**Reading errors and the fold**

Let e_i = E_i − m. Since Σ e_i = 0, small changes of the levels give

dC2 = 2 Σ e_i dE_i,
dC3 = 3 Σ (e_i² − C2/N) dE_i.

The last term in dC3 comes from the change of the mean. Differentiating (B) gives (3αu² − βC2)du = dC3 + βu dC2, hence

∂u/∂E_i = −[3(e_i² − C2/N) + 2βu e_i]/(βC2 − 3αu²).

The denominator is βC2(1 − x²). It vanishes at x² = 1, where two roots merge. For N > 3 this fold lies at |u/t| = √[(N − 1)/(N − 3)], which is 1.29 for six layers.

With independent reading errors of 5 meV (one standard deviation), the example has standard errors of 4.6 meV in a, 1.7 meV in |t| and 12 meV in u. In 2000 random trials the spreads agreed with these values, and the spectral comparison chose the right root every time. This success is not general. For exact data the misfit of the runner-up falls from 40 meV to 22 meV at u = 0.8|t| and to 13 meV at u = |t|, and for N = 12 at u = 0.8|t| it is only 5 meV. With the same reading errors a wrong root is returned in roughly 12% of trials for N = 6 at u = |t| and 6% for N = 12 at u = 0.8|t|. If a and t are held fixed and u is raised to 1.2|t|, close to the fold, the linear estimate of the error in u grows to 93 meV. This is about a quarter of the shift itself and exceeds the 27 meV that separate the shift from the fold, so the linear estimate is no longer reliable there. In random trials at this point, about 44% of the data sets have |q| > 2; the only root left has u < 0 and misfits the levels by about 80 meV. The fold belongs to the three-moment inversion, not to the data: a least-squares fit of a, |t| and u to all six levels has a standard error of about 21 meV in u, both here and at the fold itself. Near the fold such a fit should replace the cubic, but it needs a sensible start. Begun at u = 0 it finds the right minimum here; begun at the wrong-sign root it stays in a false minimum near u = −0.7 eV. Several starting values should be tried and their misfits compared.

**Errors of the model**

Suppose the film also has a weak second-neighbour hopping t₂. Each of the N − 2 triples of successive layers now forms a closed triangle, which adds 6t²t₂ to C3. The mean is unchanged, and C2 changes only in second order. At u = 0, βC2 = 6(N − 2)t²/N, so (B) gives, to first order,

−[6(N − 2)t²/N] δu = 6(N − 2)t²t₂,
δu = −N t₂, δa = −2δu/N = 2t₂.

The false shift grows with the number of layers. For t₂ = 10 meV and N = 6 the law predicts −60 meV in u and +20 meV in a. The full calculation at u = 0.10 eV gives −62 and +21 meV, so more than half of the true shift is lost. The misfit is only 1.7 meV, less than the assumed reading error. A good fit therefore does not show that u is right. The sign of t₂ matters: t₂ = −10 meV raises the recovered u by 69 meV, and for N = 12 the moment inversion then jumps to a root of the wrong sign.

Perturbations that are odd under reflection do less harm as long as they are weak. Reflection reverses their sign without changing the spectrum, so the recovered parameters are even functions of their strength. Away from the fold, the error starts in second order. Outer shifts of u ± 50 meV change the recovered u by −3.5 meV. An internal field of 0.20 MV/cm across a layer spacing of 0.60 nm makes a potential step of 12 meV per layer and changes u by −1.2 meV. For stronger perturbations the errors grow somewhat more slowly than the square: the change in u is −26 meV at 1 MV/cm, −86 meV at 2 MV/cm, and about −50 meV for outer shifts of u ± 200 meV, where the square law would give −29, −115 and −57 meV. The misfits are then 14, 39 and 7 meV, above the assumed reading error.

**Relation to real films**

The example's parameters are round values in the rough regime of valence subbands in few-layer van der Waals semiconductors, where interlayer hoppings can reach a few tenths of an eV. They describe no particular material. Real layers have several orbitals and couplings beyond nearest neighbours. Second-neighbour hopping acts in first order and matters even when small: the assumed 10 meV, about 3% of |t|, moves u by some 60%. The inversion should be trusted for u only if N|t₂| is known to be small compared with |u|. This condition is necessary, not sufficient. An overlap of ±0.03 between neighbouring orbitals, with energies counted from a, moves u by about 70 meV at a misfit below 5 meV, and a 10% change of the hopping on the two outer bonds moves it by about 20 meV, at a visible misfit of about 10 meV. The condition on t₂ can fail in a stack of real orbitals. For six parallel H₂ molecules 3.0 Å apart, Hartree–Fock in a cc-pVDZ basis gives, for orthonormal orbitals localized on the molecules, |t| ≈ 0.22 eV, t₂ ≈ 5 meV and u ≈ −36 meV, while the inversion returns u ≈ −70 meV at a misfit near 1 meV. In a 6-31G basis the two values of u are −27 and −58 meV, so they are uncertain by about 10 meV, but the factor of two remains.

An error in the in-plane wave vector matters less if the dispersion is the same in every layer and the hopping does not vary with wave vector. For a parabolic band, an offset of 0.30 nm⁻¹ from the band extremum, with a mass equal in size to the free-electron mass, shifts all levels by 3.4 meV, downward from a valence-band maximum, and the whole shift goes into a. Away from the extremum the shift is linear in a small offset and can be much larger. The smallest subband spacing in the example is 140 meV, against a thermal energy of 26 meV at 300 K. This compares energy scales and does not predict line widths; whether all N subbands can be resolved has to be settled by the measured spectrum. The values of the worked six-layer example are listed in the numerical output.

Table of computed values

```
Layers N = 6
Chosen a, |t|, u = -1.200, 0.300, 0.100 eV
Readings (eV): -1.731 -1.543 -1.282 -1.010 -0.787 -0.647
Mean level = -1.166667 eV
C2 = 0.912145 eV^2
C3 = -0.035647 eV^3
alpha = 0.977778, beta = 0.400000 (no unit)
Shift scale uc = 0.352680 eV
q = -0.831064 (no unit)
Admissible |x| limit = 2.3452
Solution 1: x = 0.28471
  a, |t|, u = -1.20014, 0.29978, 0.10041 eV
  rms misfit = 0.219 meV
  levels (eV): -1.731 -1.543 -1.282 -1.010 -0.787 -0.647
Solution 2: x = 1.57205
  a, |t|, u = -1.35148, 0.22412, 0.55443 eV
  rms misfit = 39.592 meV
  levels (eV): -1.730 -1.541 -1.283 -1.033 -0.711 -0.702
Solution 3: x = -1.85677
  a, |t|, u = -0.94838, 0.18449, -0.65485 eV
  rms misfit = 59.995 meV
  levels (eV): -1.656 -1.654 -1.226 -1.022 -0.803 -0.639
Fold at |u/t| = 1.2910
Three solutions below |u/t| = 4.4721
Reading error, one sigma = 5.0 meV
Predicted sigma of a, |t|, u (meV): 4.59 1.66 12.34
Random-trial sigma of a, |t|, u (meV): 4.65 1.65 12.37
Correct root chosen = 100.00 % of 2000
Sigma of u at |u/t| = 1.2: 93.4 meV
Second-neighbour hopping = 10.0 meV
Unequal outer shifts = u +/- 50.0 meV
Field = 0.20 MV/cm, spacing = 0.60 nm
Potential step = 12.00 meV per layer
second-neighbour: change of a, |t|, u (meV): 20.54 2.02 -61.63
  rms misfit = 1.686 meV
unequal outer: change of a, |t|, u (meV): 1.18 0.99 -3.54
  rms misfit = 0.674 meV
internal field: change of a, |t|, u (meV): 0.38 0.47 -1.15
  rms misfit = 0.684 meV
Wave-vector offset = 0.30 nm^-1, mass = 1 m_e
Size of common level shift = 3.43 meV
Smallest subband spacing = 140.1 meV
Thermal energy at 300 K = 25.85 meV
```
